\section*{Locating the neutral-to-negative transition level of a defect in a sheet}

\section*{Problem}

A point defect in a semiconducting two-dimensional sheet has formation energy $1.5$~eV when neutral. When it carries one extra electron, its formation energy is $2.8$~eV, provided that the Fermi level lies at the valence-band edge. The two values belong to the same defect in the same host, with the same atomic chemical potentials. Each charge state has been relaxed in its own geometry, and the energy of the charged state has been corrected to that of an isolated defect.

\begin{enumerate}
\item[(a)] Find the Fermi level at which the two charge states have equal formation energy. Which state is the more stable on each side?
\item[(b)] The band gap is $1.8$~eV, a value chosen for illustration. How far is the level from the conduction edge? What changes if the gap is smaller, if the $2.8$~eV belongs to a positive charge state, or if a doubly negative state also exists?
\item[(c)] The neutral state is a closed shell and the negative state has spin one half. At what Fermi level are the two equally populated at $300$~K?
\item[(d)] Is the level of part (a) the energy needed to add an electron while the atoms stay fixed? Decide this in general, and then by numerical diagonalization of the following model. Spinless, non-interacting electrons move on a periodic honeycomb lattice of 36 cells, six along each side. The two sites of a cell have energies $+1.5$ and $-1.5$~eV, and the hopping amplitude between neighbours has magnitude $t=1.0$~eV. One site of the upper kind is lowered by $V+gQ$, where $V=2.5$~eV, $g=1.5$~eV/\AA\ and $Q$ is a local displacement with elastic energy $KQ^2/2$, $K=3.0$~eV/\AA$^2$. The neutral system has 36 electrons, as the host has.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Two lines and their crossing}

Let $q$ be the defect charge in units of the elementary charge, so that $q=-1$ means one extra electron. Let $E_V$ be the energy of the valence edge on the scale of the total energies, and let $E_F$ be the Fermi level measured from that edge. An electron in the reservoir then has energy $E_V+E_F$.

The formation energy is the energy of the system with the defect, minus that of the perfect host, with every exchanged particle paid for:
\begin{equation}
E_f(q;E_F)=E_{\rm def}(q)-E_{\rm host}-\sum_i n_i\mu_i
+q\,(E_V+E_F)+E_{\rm corr}(q).
\label{eq:def}
\end{equation}
Here $n_i$ atoms of kind $i$ have been added, or removed if $n_i<0$, and $\mu_i$ is their chemical potential. The sign of the charge term follows from the reservoir. A defect of charge $q$ has given up $q$ electrons, and the reservoir gains $E_V+E_F$ for each. For $q=-1$ the reservoir has lost one electron, so its energy changes by $-(E_V+E_F)$.

The term $E_{\rm corr}$ removes the interaction of a charged periodic cell with its images and compensating background, and aligns the potentials of defect and host. By assumption it is already included in the $2.8$~eV.

In Eq.~(\ref{eq:def}) the Fermi level appears only in $qE_F$. Separating this term gives
\begin{equation}
E_f(q;E_F)=E_f(q;0)+qE_F .
\label{eq:line}
\end{equation}
Each charge state is therefore a straight line of slope $q$. For the two given states,
\begin{align}
E_f(0;E_F)&=1.5~\text{eV},\\
E_f(-1;E_F)&=2.8~\text{eV}-E_F .
\end{align}
The negative state becomes cheaper as $E_F$ rises because its extra electron is taken from a higher energy in the reservoir.

The charge-transition level $\varepsilon(0/-)$ is the value of $E_F$ at which the lines meet:
\begin{align}
2.8~\text{eV}-\varepsilon(0/-)&=1.5~\text{eV},\\
\varepsilon(0/-)&=2.8~\text{eV}-1.5~\text{eV}=1.3~\text{eV}.
\end{align}
\textbf{The level lies $1.3$~eV above the valence edge.}

To see which state is stable, subtract the two lines:
\begin{equation}
E_f(-1;E_F)-E_f(0;E_F)=1.3~\text{eV}-E_F=\varepsilon(0/-)-E_F .
\label{eq:diff}
\end{equation}
For $E_F<1.3$~eV the difference is positive and the neutral state is lower. For $E_F>1.3$~eV it is negative and the charged state is lower. At $E_F=1.0$~eV, for instance, the negative state costs $2.8-1.0=1.8$~eV, more than $1.5$~eV. At $E_F=1.6$~eV it costs $2.8-1.6=1.2$~eV, less than $1.5$~eV.

The same argument works for any two charges $q\neq q'$. Setting $E_f(q;0)+q\varepsilon=E_f(q';0)+q'\varepsilon$ and collecting the terms in $\varepsilon$ on the right gives
\begin{equation}
\varepsilon(q/q')=\frac{E_f(q;0)-E_f(q';0)}{q'-q}.
\label{eq:general}
\end{equation}
With $q=0$ and $q'=-1$ this is $(1.5-2.8)/(-1)=1.3$~eV, as before.

Three properties of the result follow from Eq.~(\ref{eq:def}). First, the sum $\sum_i n_i\mu_i$ is the same for both charge states and cancels. Growth conditions change how many defects form, but they do not move the level. Second, an error $\delta$ in the correction of the charged state moves the level by $\delta$, since nothing in the neutral energy compensates it. Third, if the valence edge alone is placed lower by $\delta$ while the total energies stay the same, $E_f(-1;0)$ contains $-E_V$ and rises by $\delta$. The level then lies $\delta$ farther above the edge, and its absolute position $E_V+\varepsilon$ is unchanged.

As for precision, if each given energy is rounded to the nearest $0.1$~eV, each may be off by up to $0.05$~eV, and their difference by up to $0.1$~eV. More digits than $1.3$~eV would not be justified.

\subsection*{(b) The gap and other charge states}

The conduction edge is at $E_F=E_g$, where $E_g$ is the gap. The distance from the level up to this edge is
\begin{equation}
E_g-\varepsilon(0/-)=1.8~\text{eV}-1.3~\text{eV}=0.5~\text{eV}.
\end{equation}
The level is in the gap, nearer to the conduction edge than to the valence edge. The defect is an acceptor, because it can take up an electron, but a deep one: at the valence edge the negative state costs $1.3$~eV more than the neutral one, many times the thermal energy at room temperature.

\paragraph{A smaller gap.} The two formation energies do not determine $E_g$. If $E_g<1.3$~eV, then even at the conduction edge Eq.~(\ref{eq:diff}) gives a positive difference, $1.3~\text{eV}-E_g$. The neutral state is then the lower of the two for every Fermi level in the gap. The lines still cross, but at a Fermi level above the conduction edge.

\paragraph{A positive state.} If the $2.8$~eV belonged to $q=+1$, the slope would be $+1$ and the crossing would obey
\begin{equation}
2.8~\text{eV}+\varepsilon=1.5~\text{eV}
\quad\Longrightarrow\quad \varepsilon=-1.3~\text{eV}.
\end{equation}
This lies below the valence edge. In the gap $E_F\geq0$, so the positive state would cost at least $2.8$~eV and the neutral state would be lower throughout. The sign of the charge decides whether the same pair of energies gives a level in the gap.

\paragraph{A doubly negative state.} Let $E_2=E_f(-2;0)$, so that this state follows the line $E_2-2E_F$. At the crossing found in part (a) both given states cost $1.5$~eV. The doubly negative state is lower there if
\begin{equation}
E_2-2(1.3~\text{eV})<1.5~\text{eV}
\quad\Longleftrightarrow\quad E_2<4.1~\text{eV}.
\label{eq:two}
\end{equation}
In that case the neutral and doubly negative lines meet at
\begin{equation}
\varepsilon(0/2-)=\frac{E_2-1.5~\text{eV}}{2}
<\frac{4.1~\text{eV}-1.5~\text{eV}}{2}=1.3~\text{eV}.
\end{equation}
Below $\varepsilon(0/2-)$ the Fermi level is also below $1.3$~eV, so the neutral state beats the singly negative one. Above $\varepsilon(0/2-)$ the doubly negative state does so. To see this, note that it is lower than the singly negative state when $E_2-2E_F<2.8~\text{eV}-E_F$, that is, when $E_F>E_2-2.8$~eV. This threshold lies below $\varepsilon(0/2-)$, because
\begin{equation}
\frac{E_2-1.5~\text{eV}}{2}-(E_2-2.8~\text{eV})
=\frac{4.1~\text{eV}-E_2}{2}>0 .
\end{equation}
The singly negative state is then never the lowest of the three, and the stable charge changes by two electrons at once at $\varepsilon(0/2-)$. This point lies in the gap only if $E_2>1.5$~eV; for smaller $E_2$ the doubly negative state is the lowest throughout the gap. The value $1.3$~eV remains the correct crossing of the two given lines, but it no longer marks a change of the stable state. If $E_2>4.1$~eV, the doubly negative state does not disturb the crossing.

\subsection*{(c) Populations at finite temperature}

Assume that the defects are dilute enough not to interact, that they exchange electrons freely with the reservoir, and that spin is the only source of a difference in entropy between the charge states. In particular, the vibrational entropies are taken as equal. Each microstate then has the weight $\exp[-E_f/(k_BT)]$. The neutral closed shell has $g_0=1$ microstate and the negative state has $g_-=2$, spin up and spin down. With Eq.~(\ref{eq:diff}) the ratio of populations is
\begin{align}
\frac{N_-}{N_0}
&=\frac{g_-\,e^{-E_f(-1;E_F)/k_BT}}{g_0\,e^{-E_f(0;E_F)/k_BT}}
=\frac{g_-}{g_0}\exp\!\left[-\frac{E_f(-1;E_F)-E_f(0;E_F)}{k_BT}\right]
\nonumber\\
&=2\exp\!\left[\frac{E_F-\varepsilon(0/-)}{k_BT}\right].
\label{eq:ratio}
\end{align}
Equal populations require the right-hand side to be one. Taking the logarithm,
\begin{align}
0&=\ln2+\frac{E_F-\varepsilon(0/-)}{k_BT},\\
E_F&=\varepsilon(0/-)-k_BT\ln2 .
\end{align}
At $300$~K, $k_BT=0.02585$~eV and $k_BT\ln2=0.0179$~eV. Treating the given energies as exact,
\begin{equation}
E_F=1.3000~\text{eV}-0.0179~\text{eV}=1.2821~\text{eV}.
\end{equation}
A direct sum over the three microstates gives the same value. The extra digits serve to show the shift; for data known to $0.1$~eV the shift is negligible.

The point of equal population lies below the level because the negative state has two ways to occur. At $E_F=\varepsilon(0/-)$ the energies are equal, and Eq.~(\ref{eq:ratio}) gives two negative defects for each neutral one. The level itself, defined by equal formation energies, has not moved.

The change of charge is gradual but narrow. At $0.1$~eV below the level the ratio is $2\exp(-0.1/0.02585)\approx0.04$; at $0.1$~eV above it, $2\exp(0.1/0.02585)\approx96$. As $T\to0$ the exponent tends to $-\infty$ below the level and to $+\infty$ above it, and the sharp step of part (a) is recovered.

\subsection*{(d) Relaxed and frozen atoms}

\paragraph{General argument.} Let $E_0(Q)$ and $E_-(Q)$ be the total energies of the neutral and negative systems, with any corrections included, when the atoms are held at $Q$. Let $Q_0$ and $Q_-$ be the positions of their respective minima. From Eq.~(\ref{eq:def}), with the common terms cancelled,
\begin{equation}
\varepsilon(0/-)=E_-(Q_-)-E_0(Q_0)-E_V .
\label{eq:relaxed}
\end{equation}
Each energy is taken in its own relaxed geometry. If the atoms are held at $Q$ instead, the difference is
\begin{equation}
A(Q)=E_-(Q)-E_0(Q)-E_V .
\end{equation}
Subtracting Eq.~(\ref{eq:relaxed}) at the two geometries of interest gives
\begin{align}
A(Q_0)-\varepsilon(0/-)&=E_-(Q_0)-E_-(Q_-)\geq0,
\label{eq:up}\\
\varepsilon(0/-)-A(Q_-)&=E_0(Q_-)-E_0(Q_0)\geq0 .
\label{eq:down}
\end{align}
The inequalities hold because $Q_-$ minimizes $E_-$ and $Q_0$ minimizes $E_0$. Adding an electron to the frozen neutral defect thus costs at least $\varepsilon(0/-)$, measured from the valence edge. The excess is the energy released when the atoms relax afterwards. The answer to the question is no, unless the atoms do not relax. The two given formation energies do not reveal how large the excess is, since both are already relaxed.

\paragraph{The level at fixed electron number.} In the model, $E_N(Q)$ is the sum of the lowest $N$ one-electron energies plus $KQ^2/2$. The neutral state has $N=36$ and the negative one $N=37$. Minimizing each energy over $Q$ gives $Q_0=0.2225$~\AA\ and $Q_-=0.4891$~\AA. The extra electron partly occupies the altered site, whose energy falls as $Q$ grows, and so it pulls the displacement further.

With the atomic chemical-potential term set to zero, the relaxed formation energies at the valence edge are $-0.6914$~eV (neutral) and $0.7253$~eV (negative). Their difference is
\begin{equation}
\varepsilon_{\rm model}=0.7253~\text{eV}-(-0.6914~\text{eV})\approx1.417~\text{eV}.
\end{equation}
The host gap is $3.000$~eV, so this level is well inside it.

The negative sign of the neutral formation energy has a simple origin. At $Q=0$ the altered site is lowered and nothing else is changed, so the sum of the lowest 36 one-electron energies cannot rise. Relaxation can only lower the total further. Since no realistic $\mu_i$ has been included, this number says nothing about how readily such a defect would form. The missing term is common to both charge states and cancels in the level.

\paragraph{The level at fixed Fermi level.} The same level can be found without choosing the electron number. At absolute Fermi energy $\mu=E_V+E_F$ and zero temperature, the system minimizes
\begin{equation}
\Omega(\mu)=\min_{Q,N}\bigl[E_N(Q)-\mu N\bigr].
\end{equation}
For fixed $Q$, a one-electron state of energy $e_j$ contributes $e_j-\mu$ if filled and zero if empty. The minimum over $N$ is therefore reached by filling every state with $e_j<\mu$. It remains to minimize over $Q$ and to count the filled states. Close to the valence edge the count is 36, close to the conduction edge it is 37, and the jump occurs at $E_F=1.4167$~eV. The energy difference, before rounding of its two terms, is $1.4166$~eV. The last digits differ only through rounding, as an estimate of the grid error shows. The second calculation uses $Q$ values $0.002$~\AA\ apart, so a grid point lies within $0.001$~\AA\ of each minimum. The sum of the lowest $N$ one-electron energies is the minimum, over all $N$-electron states, of expectation values linear in $Q$, and is therefore concave in $Q$. Only the elastic term curves upward, so the grid raises each minimum by at most $K(0.001~\text{\AA})^2/2=1.5\times10^{-6}$~eV. The two levels thus agree to about $10^{-6}$~eV. The difference of relaxed formation energies thus does locate the Fermi level at which the defect takes up its electron.

\paragraph{The frozen differences.} For non-interacting electrons at fixed $Q$, the elastic energy and the lowest 36 one-electron energies cancel in $E_{37}(Q)-E_{36}(Q)$. What remains is the 37th one-electron energy, so $A(Q)$ is the position of the defect's one-electron level above $E_V$. The calculation gives
\begin{equation}
A(Q_0)=1.5222~\text{eV},\qquad A(Q_-)=1.3227~\text{eV}.
\end{equation}
They lie on opposite sides of the transition level, as Eqs.~(\ref{eq:up}) and (\ref{eq:down}) require. The relaxation energies are
\begin{align}
A(Q_0)-\varepsilon_{\rm model}&=1.5222-1.4166\approx0.106~\text{eV},\\
\varepsilon_{\rm model}-A(Q_-)&=1.4166-1.3227\approx0.094~\text{eV}.
\end{align}
Even without any interaction between electrons, the one-electron level in either relaxed geometry differs from the transition level by about $0.1$~eV.

The two relaxation energies would be equal if $E_0(Q)$ and $E_-(Q)$ were parabolas of the same curvature $\kappa$, for both would then be $\kappa(Q_--Q_0)^2/2$. The transition level would lie midway between the frozen differences. Here the midpoint is $(1.5222+1.3227)/2\approx1.4225$~eV, about $0.006$~eV above the transition level. The two relaxation energies are unequal, so the energy curves are not exactly two such parabolas.

These numbers belong to a finite lattice with round parameters. In larger lattices, from nine cells along each side upward, the transition level and both frozen differences are lower by about $0.0001$~eV, while the displacements and relaxation energies are unchanged to the digits shown. They illustrate the distinction between relaxed and frozen energies and do not estimate the relaxation energy of the defect in part (a). The main computed values are collected in the numerical output that follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
GIVEN DEFECT (Fermi level measured from valence edge)
neutral formation energy: 1.5 eV
negative formation energy at edge: 2.8 eV
transition level, energy difference: 1.300 eV
transition level, stability scan: 1.300 eV
E_F = 0.0 eV: neutral 1.5 eV, negative 2.8 eV
E_F = 1.0 eV: neutral 1.5 eV, negative 1.8 eV
E_F = 1.3 eV: neutral 1.5 eV, negative 1.5 eV
E_F = 1.6 eV: neutral 1.5 eV, negative 1.2 eV
illustrative band gap: 1.8 eV
level below conduction edge: 0.5 eV
temperature: 300 K
thermal energy kT: 0.02585 eV
shift kT ln 2: 0.0179 eV
equal populations, microstate sum: 1.2821 eV
equal populations, formula: 1.2821 eV
HONEYCOMB MODEL
cells: 36
hopping: 1.0 eV
site energies: +/- 1.5 eV
lowering of altered site: 2.5 eV
elastic coupling: 1.5 eV/angstrom
stiffness: 3.0 eV/angstrom^2
host gap: 3.000 eV
relaxed Q, neutral: 0.2225 angstrom
relaxed Q, negative: 0.4891 angstrom
neutral formation energy: -0.6914 eV
negative formation energy at edge: 0.7253 eV
level from energy difference: 1.4166 eV
level from electron-number jump: 1.4167 eV
difference in frozen neutral geometry: 1.5222 eV
difference in frozen negative geometry: 1.3227 eV
\end{verbatim}
